Sampling the screened Mott distribution: alias table and rational inversion

**1. A case that can be inverted by hand**

An electron scatters through the angle θ. Let x = sin²(θ/2), which runs from 0 to 1. For a spinless particle in an exponentially screened Coulomb field, the Born approximation gives a density of x proportional to 1/(x+A)², where A > 0 measures the screening. Write X = x+A. Normalization gives

f(x) = A(1+A)/X².

The cumulative function is

F(x) = A(1+A)(1/A − 1/X) = (1+A)x/(x+A).

Setting F = ξ gives ξx + ξA = (1+A)x, so

x = Aξ/(1+A−ξ).

A uniform number ξ gives x directly. For A ≪ 1 half of the particles have x below about A.

Now cut the range into cells. In a cell from x₀ to x₁ let Δx = x₁−x₀, and let η be the fraction of the cell's probability lying below x:

η = (1/X₀ − 1/X)/(1/X₀ − 1/X₁) = (x−x₀)X₁/(XΔx).

With κ = Δx/X₁, solving for x gives

x = x₀ + Δx (1−κ)η/(1−κη).

The local inverse is a ratio of two linear functions. An interpolation formula that contains such ratios makes no error here, whatever the grid. Electron spin adds a factor that spoils this property, and the error of the scheme comes from that factor alone.

**2. The density with spin**

Hartree atomic units are used: the electron mass is 1 and c ≈ 137.036. The electron has speed βc, γ = 1/√(1−β²), energy E = γc² and momentum p = γβc. The potential is static, V(r) = −(Z/r)exp(−r/λ), with screening length λ. The treatment is tree level: one interaction with the potential, no recoil, no energy loss.

For momentum transfer q the Fourier transform is

V(q) = −(4πZ/q)∫₀^∞ exp(−r/λ) sin(qr) dr = −4πZ/(q²+1/λ²).

Take plane waves in unit volume with spinors normalized to u†u = 1. The golden rule gives the rate into dΩ as

2π|V(q)|²|u′†u|² p²(dp/dE) dΩ/(2π)³.

From E² = p²c²+c⁴ follows dp/dE = E/(pc²) = γ/p, so p²dp/dE = γp. Dividing by the flux p/γ,

dσ/dΩ = γ²|V(q)|²|u′†u|²/(4π²).

For the spin average and sum, use the projectors Λ = ½[1+(cα·p+Mc²)/E], where α and M are the Dirac matrices. Products of different Dirac matrices are traceless and each square is 1, so

½Σ|u′†u|² = ½Tr(Λ′Λ) = ½[1+(c²p²cosθ+c⁴)/E²].

Here c²p²/E² = β² and c⁴/E² = 1−β². The result is 1−½β²(1−cosθ) = 1−β²x. Denote it by w(x).

Since q² = 4p²x, the denominator is q²+1/λ² = 4p²(x+A) with

A = 1/(4p²λ²).

Integration over azimuth gives dΩ → 2π sinθ dθ = 4π dx. Therefore

f(x) = w(x)/(N₀X²),  w = 1−β²x,  σ = πZ²γ²N₀/p⁴.

Writing w = (1+β²A)−β²X and integrating,

N₀ = (1+β²A)/[A(1+A)] − β²L,  L = ln((1+A)/A).

This is the Born form of screened Mott scattering. The Mott cross section computed from Dirac phase shifts contains higher orders in Z, which are absent here.

**3. Choosing the cell**

Take N cells with a constant ratio X₁/X₀ = 1+ε, where

1+ε = ((1+A)/A)^(1/N).

The table needs the node densities and the cell probabilities

P = (1/N₀)[(1+β²A)Δx/(X₀X₁) − β² ln(X₁/X₀)].

For a density without a closed integral, P comes from quadrature, preferably in ln X. The error bound below assumes correct P and node densities; errors of the input data come on top.

Walker's alias table selects a cell without a search. Scale the probabilities to heights h_i = NP_i, whose mean is 1. Take a column with h_i < 1 and another with h_j ≥ 1. Fill column i to height 1 with probability from j, record j as its alias, and reduce h_j by 1−h_i. Column i is finished. The remaining columns again have mean height 1, so a deficient column always has a surplus partner. After at most N−1 fillings all columns have height 1.

If cut_i is the height at which column i was filled, then

NP_i = cut_i + Σ(1−cut_j), summed over the columns j whose alias is i.

A uniformly chosen column, followed by a choice between its two parts, thus returns every P_i.

**4. The place inside the cell**

Inside a cell use

x̃ = x₀ + Δx·H(η),  H(η) = (1+a+b)η/(1+aη+bη²).

This meets both ends. The coefficients follow from the slopes. The cumulative function has slope f and spans P across the cell, so dx/dη must equal P/f at each end. With s = P/Δx this means H′ = s/f. Differentiation gives

H′ = (1+a+b)(1−bη²)/(1+aη+bη²)².

At η = 0 the condition is 1+a+b = s/f₀. At η = 1 it is (1−b)/(1+a+b) = s/f₁. Hence

b = 1 − s²/(f₀f₁),  a = s/f₀ − b − 1.

The map is increasing for any positive f₀, f₁ and P. First, b < 1 and 1+a+b > 0, so the numerator of H′ is positive. The denominator d(η) = 1+aη+bη² is positive at both ends. For b ≤ 0 it is concave or linear and stays above its chord. For 0 < b < 1 it is convex, so a zero inside the cell would put both roots between 0 and 1 and make their product less than 1. That product is 1/b > 1, a contradiction.

Setup:

    X[i] = A*((1+A)/A)^(i/N),  i = 0..N
    x[i] = X[i] - A;  set x[0] = 0, x[N] = 1
    for each cell i:
        P[i] = integral of f over the cell
        s = P[i]/(x[i+1]-x[i])
        b[i] = 1 - s*s/(f[i]*f[i+1])
        a[i] = s/f[i] - b[i] - 1
    build cut[] and alias[] from N*P[]

One draw:

    u1, u2 = independent uniforms in [0,1)
    j = floor(N*u1);  r1 = N*u1 - j
    i = j if r1 < cut[j], else alias[j]
    h = (1+a[i]+b[i])*u2/(1+a[i]*u2+b[i]*u2*u2)
    x = x[i] + (x[i+1]-x[i])*h
    cosθ = 1-2x;  sinθ = 2*sqrt(x*(1-x))

Setup takes a number of operations proportional to N. A draw takes two uniforms, one comparison and one rational function, independent of N. The remainder r1 cannot serve as u2 unchanged: once it has decided the cell, it is uniform only on [0,cut[j]) or on [cut[j],1). Rescaled to r1/cut[j] or (r1−cut[j])/(1−cut[j]) it could replace u2, at the price of lost digits when that interval is short; a second uniform avoids this.

**5. A variable in which the error is small**

Inside a cell define

t = (x−x₀)X₁/(XΔx),

which is the local cumulative variable of the spinless case. Since X = X₀+(x−x₀),

1/t = κ + κX₀/(x−x₀).

The interpolation formula states that η/(x̃−x₀) is a quadratic polynomial in η. By the last equation η/t̃ is then also a quadratic polynomial. End values and end slopes carry over by the chain rule, so interpolating in x or in t gives the same point.

The derivative is dt/dx = X₀X₁/(X²Δx). The factor X² cancels in the density of t:

dη/dt = v(t) = w/W,  W = N₀P X₀X₁/Δx.

As v integrates to 1, W is the mean of w over t. Also κt = (x−x₀)/X = 1−X₀/X, so X = X₀/(1−κt) and

w = 1+β²A − β²X₀/(1−κt).

Thus w and all its t-derivatives decrease with t, and these derivatives are negative. The k-th one is largest in size at t = 1, where 1−κ = X₀/X₁. Using κX₁/X₀ = ε, its size there is β²X₁k!ε^k. Let w₀ and w₁ be the end values of w, and set

g = β²X₁/w₁,  ℓ = w₁/W.

Then the k-th derivative of v is bounded in size by M_k = gℓk!ε^k, and v ≥ ℓ.

**6. The error bound**

Consider R = η/t. It is the running mean of v:

R = (1/t)∫₀^t v(t′)dt′ = ∫₀¹ v(ty)dy.

Its k-th t-derivative R_k is negative and at most M_k/(k+1) in size, because differentiation brings a factor y^k. As R falls to 1 at t = 1, R ≥ 1.

The interpolant replaces R by the quadratic Q = η/t̃. The slope at η = 0 fixes Q(0) = R(0); the end value and slope at η = 1 fix Q(1) = R(1) and Q′(1) = R′(1). For a fixed η inside the cell choose K so that

φ(z) = R(z)−Q(z)−Kz(z−1)²

vanishes at z = η. Then φ vanishes at 0, η and 1, and φ′ vanishes between these points and at 1. Rolle's theorem applied twice more gives a ζ with φ‴(ζ) = 0, so K = R‴(ζ)/6 and

R−Q = R‴(ζ)η(1−η)²/6.

Here primes mean η-derivatives. With d/dη = (1/v)d/dt applied three times,

R′ = R₁/v,
R″ = R₂/v² − R₁v₁/v³,
R‴ = R₃/v³ − 3R₂v₁/v⁴ − R₁v₂/v⁴ + 3R₁v₁²/v⁵,

where v₁ and v₂ are t-derivatives. Every R_k and v_k is negative, so all four terms of R‴ are negative. Their sizes are at most

M₃/(4ℓ³) = (3/2)gε³/ℓ²,
M₁M₂/ℓ⁴ = 2g²ε³/ℓ²,
M₁M₂/(2ℓ⁴) = g²ε³/ℓ²,
3M₁³/(2ℓ⁵) = (3/2)g³ε³/ℓ².

The sum is

|R‴| ≤ (3/2)g(1+g)²ε³(W/w₁)².

Because R‴ < 0, Q ≥ R ≥ 1. Hence

t−t̃ = η(Q−R)/(QR) ≥ 0.

The interpolated angle never exceeds the true one. Since η²(1−η)² ≤ 1/16, t−t̃ ≤ max|R‴|/96. Multiplication by the largest density w₀/W gives the error of the cumulative function relative to the cell's probability:

δ ≤ g(1+g)²ε³ w₀W/(64w₁²) ≤ g(1+g)²ε³r²/64,  r = w₀/w₁,

where W ≤ w₀ was used.

For the error over the whole range multiply by P = Wε/(X₁N₀). With g/X₁ = β²/w₁ and 1+g = (1+β²A)/w₁,

Pδ ≤ β²(1+β²A)²ε⁴r³/(64N₀w₁²).

Both bounds grow with x₁, since w₁ falls while g and r = 1+gκ rise. The last cell, with w₁ = 1−β² = 1/γ², therefore bounds all cells. Let D be the largest difference between the sampled and true cumulative functions. At x̃(ξ) the sampled one equals ξ, so D is the largest Pδ:

D ≤ β²γ⁴(1+β²A)²ε⁴r³/(64N₀),
r = 1+β²γ²(1+A)ε/(1+ε).

In the within-cell bound the last-cell value is g = β²γ²(1+A).

For fixed A and β < 1, refining the grid sends ε to L/N and r to 1. The estimates of the derivatives and densities then become equalities to leading order, so the bound is asymptotically sharp. The global error falls as N⁻⁴ and the within-cell error as N⁻³.

**7. A worked case**

Take Z = 6, λ = 0.5 bohr and kinetic energy 4000 hartree (108.85 keV). Then p = 94.085, γ = 1.2130, β² = 0.32037 and

A = 1/(4 × 94.085² × 0.5²) = 1.1297×10⁻⁴.

Further, N₀ = 8848.4 and σ = 0.01879 bohr². Half of the electrons scatter by less than about 2√A = 0.021 rad, or 1.2°.

A deliberately coarse four-cell table has probabilities 0.89722, 0.09242, 0.00945 and 0.00090. For u₁ = 0.70, 4u₁ = 2.8 points to column 3 with remainder 0.8. This exceeds the cutoff 0.0378, so the alias, cell 1, is taken. With u₂ = 0.40 the angle is 0.91097°, against 0.91099° by exact inversion.

For u₁ = 0.7505 the remainder in column 4 is 0.002, below the cutoff 0.0036, so cell 4 is kept. There a = −0.62461 and b = −0.27770. With u₂ = 0.40,

H = 0.09769×0.4/(1 − 0.24984 − 0.04443) = 0.05537,
x = 0.10299 + 0.89701×0.05537 = 0.15266.

Exact inversion gives 0.15672. The angle is 46.00° instead of 46.64°: too small, as the sign of R‴ requires. Four cells serve the forward peak but not the tail.

With 64 cells ε = 0.15259 and r = 1.0624. The bound is

D ≤ 0.6936 × 5.421×10⁻⁴ × 1.199/(64×8848.4) = 7.96×10⁻¹⁰,

where 0.6936 is β²γ⁴(1+β²A)². The measured value is 4.74×10⁻¹⁰. At 1024 cells the measured error is 0.967 of the bound. From 256 to 1024 cells the observed orders are 3.99 globally and 2.98 within a cell, as derived.

Linear interpolation of the inverse function does worse. In the spinless case its local error is η(1−η)ε/(1+ηε), about ε/4 at most. The first cell has probability near ε, so the global error is near L²/(4N²). For N = 1024 this gives 1.97×10⁻⁵; the value measured with spin is 1.96×10⁻⁵. The rational rule gives 7.6×10⁻¹⁵ on the same grid.

A run of 400000 draws with 64 cells has a largest cumulative difference of 1.2×10⁻³, below 1/√n = 1.6×10⁻³. Its mean x is (8.57±0.15)×10⁻⁴, and the true mean is 8.78×10⁻⁴, 1.4 standard errors away. Such a run checks the sampler for gross faults; it cannot resolve D. The numerical output lists the remaining values.

**8. Choosing N, and where the scheme fails**

Global accuracy can flatter the tail. D weights the error inside a cell with the cell's probability. Large angles carry little probability, so D can be small although the shape there is poor. With 16 cells D is 1.1×10⁻⁷, while the within-cell error reaches 1.7×10⁻³ of the cell's probability. If backscattering matters, use the within-cell bound. It limits the error of the cumulative function inside a cell; the relative error of the density there is not covered by it and can be larger. Here 103 cells bring the global bound below 10⁻¹⁰, and 114 bring the within-cell bound below 10⁻⁵.

For a mean, integration by parts gives ⟨x⟩ = ∫₀¹(1−F)dx, so the bias of ⟨x⟩ is at most D in size. With 16 cells it is −4.6×10⁻⁸, about 5×10⁻⁵ of the mean.

As β → 1 the density at θ = 180° tends to zero. The last-cell b then diverges to −∞, and the bound grows through γ⁴ and r. Keeping r near 1 needs ε ≪ 1/γ², hence N ≫ Lγ². At β = 1 the formula for b divides by zero.

In the opposite limit of small p at fixed λ, A becomes large and L ≈ 1/A. Also β²A = 1/(4γ²λ²c²) stays finite, and it is small for λ of atomic size. Then N₀ ≈ 1/A² and the bound tends to β²/(64A²N⁴), which vanishes. For the worked potential the sampling becomes easy where the physics fails: when pλ ≪ 1 the Born approximation needs Zλ ≪ 1, and here Zλ = 3. When pλ ≫ 1 the condition is instead Z/(βc) ≪ 1. In the worked case this parameter is 0.077, so the neglected orders may matter at the per-cent level, well above the table errors quoted for 16 cells or more.

Rounding sets a floor. Near x = 1 a double-precision x is rounded by about 10⁻¹⁶, which for A ≪ 1 is a fraction of order 10⁻¹⁶/ε of the cell width, while the within-cell interpolation error falls as ε³; in the worked case the two meet near N = 3×10⁴. A coarser floor comes earlier. A uniform u₁ with 53 bits fixes each cell probability only to about 10⁻¹⁶, a relative error of up to 10⁻¹⁶/P for a tail cell. Once D falls to about 10⁻¹⁶ this exceeds the interpolation error Pδ, and refinement stops paying; in the worked case that happens near N = 3000. In the closed form of P, compute the logarithm as log1p(Δx/X₀). At small angles keep x itself, since 1−cosθ evaluated from a rounded cosθ loses digits.

For this particular density there is a simpler method without interpolation error: draw x from the spinless inverse of section 1 and accept it with probability w(x). The mean acceptance is N₀A(1+A) = 0.9997 in the worked case. The table earns its place when the density is known through numerical values, for instance from phase shifts. The construction and the proof that the map increases then still hold, given positive input. The constants of the error bound do not carry over, because they use the form of w; the error must be measured anew by comparing η with the integrated density.

Numbers as computed

```
Z = 6, screening length = 0.5 bohr
kinetic energy = 4000 hartree = 108.85 keV
c = 137.0360 a.u., momentum p = 94.0852 a.u.
gamma = 1.213005, beta^2 = 0.320367 (no unit)
Born parameter Z/(beta c) = 0.0774 (no unit)
A = 1.129685e-04, N0 = 8848.4305 (no unit)
ln((1+A)/A) = 9.08851 (no unit)
total cross section = 1.879140e-02 bohr^2
exact mean of x = 8.779955e-04 (no unit)
Four-cell table: cell, x0, x1, probability (no unit)
  1 0.000000e+00 9.828292e-04 8.972217e-01
  2 9.828292e-04 1.051630e-02 9.242306e-02
  3 1.051630e-02 1.029912e-01 9.454341e-03
  4 1.029912e-01 1.000000e+00 9.008878e-04
Four-cell table: cell, cutoff, alias, a, b (no unit)
  1 1.000000 1 -0.896709 -2.039493e-04
  2 0.369692 1 -0.894978 -1.984637e-03
  3 0.037817 1 -0.877581 -1.986620e-02
  4 0.003604 1 -0.624610 -2.776964e-01
draw u1 = 0.7, u2 = 0.4: cell 1
  x = 6.3196190e-05, exact inverse 6.3199677e-05 (no unit)
  theta = 0.91097, exact 0.91099 deg
draw u1 = 0.7505, u2 = 0.4: cell 4
  x = 1.5266019e-01, exact inverse 1.5672291e-01 (no unit)
  theta = 45.99831, exact 46.64204 deg
Global error: N, measured D, bound, linear interpolation
    16 1.0896e-07 7.3191e-07 6.1156e-02
    64 4.7390e-10 7.9620e-10 4.7000e-03
   256 1.9201e-12 2.1942e-12 3.0969e-04
  1024 7.5751e-15 7.8341e-15 1.9615e-05
Within-cell error: N, measured, bound
    16 1.6544e-03 1.0347e-02
    64 3.9160e-05 6.3952e-05
   256 6.8609e-07 7.7776e-07
  1024 1.1041e-08 1.1395e-08
orders 256 to 1024: global 3.993, within-cell 2.979, linear 1.990
measured/bound at N = 1024: 0.9669
N = 64: eps = 0.152586, r = 1.062411 (no unit)
largest within-cell error, beta = 0, N = 8: 3.3e-16
bias of mean x, N = 16: -4.5776e-08 (no unit)
smallest N with global bound <= 1e-10: 103
smallest N with cell bound <= 1e-5: 114
sampler, N = 64: 400000 draws
  largest cumulative difference = 1.2267e-03
  1/sqrt(draws) = 1.5811e-03
  mean x = 8.57309e-04 +- 1.5e-05 (no unit)
```
